\section*{Apparent Compensation from Noise in Repeated Arrhenius Fits}

\section{Definitions and conventions}

An activated rate constant $k$ obeys $k=A\,e^{-E/(k_BT)}$, with prefactor $A$ and activation energy $E$. Define
\begin{equation}
x=\frac{1}{k_BT},\qquad y=\ln k,\qquad L=\ln A ,
\end{equation}
so that $y=L-Ex$. Energies are in eV and $x$ in eV$^{-1}$. The logarithms are of numerical values in nm$^2$/min; another unit would add the same constant to every $L$ and change no slope below.

A run measures $k$ at $n$ temperatures, the same in every run. Write $\bar x$ for the mean of the $x_i$, and
\begin{equation}
d_i=x_i-\bar x,\qquad S=\sum_i d_i^2,\qquad m_2=\frac{S}{n},\qquad T_h=\frac{1}{k_B\bar x}.
\end{equation}
Since $\bar x$ averages $1/(k_BT_i)$, $T_h$ is the harmonic mean of the measurement temperatures.

Each run is fitted by minimizing $\sum_i(y_i-L+Ex_i)^2$. The derivative with respect to $L$ vanishes when $\bar y=L-E\bar x$. With this $L$ the residuals are $y_i-\bar y+Ed_i$, and the derivative with respect to $E$ vanishes when $\sum_i d_i(y_i-\bar y+Ed_i)=0$. Because $\sum_i d_i=0$, the term in $\bar y$ drops out. The fitted values, marked by hats, are
\begin{equation}
\hat E=-\frac1S\sum_i d_iy_i,\qquad \hat L=\bar y+\bar x\hat E. \label{fit}
\end{equation}

Physical compensation means that the true parameters of different samples or processes obey $L=c+\beta E$. Then $y=c+(\beta-x)E$, and all rates coincide at $x=\beta$, the isokinetic temperature $T_{\rm iso}=1/(k_B\beta)$. The misconception is that a straight line through the \emph{fitted} pairs $(\hat E,\hat L)$ establishes such a relation.

\section{Counter-example: one process, twelve runs}

Let $k$ be the parabolic rate constant of dry silicon oxidation, with rough typical values $E=1.2$ eV and $A=10^7$ nm$^2$/min, hence $L=16.118$. Twelve runs are simulated with these same parameters. The only difference between them is an independent Gaussian error of standard deviation $\sigma=0.10$ in each $\ln k$, about 10\% of the rate. The first run reads:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $x$ (eV$^{-1}$) & true $k$ & simulated $k$ \\
1173 & 9.8930 & 69.9 & 72.3\\
1223 & 9.4886 & 113.5 & 123.2\\
1273 & 9.1159 & 177.5 & 183.5\\
1323 & 8.7714 & 268.4 & 235.6\\
1373 & 8.4519 & 393.8 & 431.1
\end{tabular}
\end{center}

Here $\bar x=9.144$ eV$^{-1}$, $S=1.298$ eV$^{-2}$ and $T_h=1269$ K. For this run $\sum_i d_iy_i=-1.52$ eV$^{-1}$ and $\bar y=5.167$. Equation (\ref{fit}) gives $\hat E=1.52/1.298=1.17$ eV and $\hat L=5.167+9.144\,\hat E=15.86$, using the unrounded $\hat E$. The twelve fits are:

\begin{center}
\begin{tabular}{ccc|ccc}
run & $\hat E$ (eV) & $\hat L$ & run & $\hat E$ (eV) & $\hat L$\\
1 & 1.170 & 15.864 & 7 & 1.200 & 16.181\\
2 & 1.216 & 16.287 & 8 & 1.182 & 15.933\\
3 & 1.152 & 15.662 & 9 & 1.256 & 16.573\\
4 & 1.128 & 15.442 & 10 & 1.257 & 16.662\\
5 & 1.094 & 15.135 & 11 & 1.237 & 16.471\\
6 & 1.330 & 17.269 & 12 & 1.185 & 15.945
\end{tabular}
\end{center}

The fitted energies run from 1.09 to 1.33 eV, and the fitted prefactors differ by up to a factor of 8.4. Regressing $\hat L$ on $\hat E$, with the unrounded fits, gives
\begin{equation}
\hat L\simeq5.224+(9.074\ {\rm eV}^{-1})\,\hat E,\qquad r=0.998,
\end{equation}
where $r$ is the correlation coefficient. The apparent isokinetic temperature is $1/(k_B\times9.074\ {\rm eV}^{-1})=1279$ K, within 10 K of $T_h$. The usual test for zero slope returns $p=1.4\times10^{-13}$. That small $p$ rightly rejects the hypothesis that $\hat L$ and $\hat E$ are uncorrelated, but it says nothing about the true parameters, which are identical in all twelve runs.

\section{General statement and proof}

\textbf{Statement.} Suppose all runs share the same $L$ and $E$, and the errors $e_i$ in $\ln k$ have zero mean, equal variance $\sigma^2$ and no mutual correlation. Then the population slope of $\hat L$ on $\hat E$ is $\bar x$, and the corresponding isokinetic temperature is $T_h$.

\textbf{Proof.} Insert $y_i=L-Ex_i+e_i$ in (\ref{fit}). Since $\sum_i d_i=0$ and $\sum_i d_ix_i=S$,
\begin{equation}
\hat E=E-\frac1S\sum_i d_ie_i,\qquad
\hat L=(L-E\bar x)+\bar e+\bar x\hat E, \label{err}
\end{equation}
where $\bar e$ is the mean error of the run. The variance of $\hat E$ and its covariance with $\bar e$ are
\begin{align}
s^2&\equiv{\rm Var}\,\hat E=\frac{\sigma^2}{S^2}\sum_i d_i^2=\frac{\sigma^2}{S},\\
{\rm Cov}(\bar e,\hat E)&=-\frac{\sigma^2}{nS}\sum_i d_i=0 .
\end{align}
From the second part of (\ref{err}), ${\rm Cov}(\hat L,\hat E)=0+\bar x s^2$. The population slope is this covariance divided by $s^2$, which is $\bar x$. $\square$

The geometry is simple. The data fix the height of the Arrhenius line at the centre of the measured window. An error in its gradient tilts the line about that centre, and the intercept at $x=0$, far outside the window, moves by $\bar x$ times the error in $E$.

The scatter about the line is small for the same reason. Using $\sigma^2/n=m_2s^2$,
\begin{equation}
{\rm Var}\,\hat L=\frac{\sigma^2}{n}+\bar x^2s^2=(m_2+\bar x^2)s^2,\qquad
\rho=\frac{\bar xs^2}{s\sqrt{{\rm Var}\,\hat L}}=\frac{1}{\sqrt{1+m_2/\bar x^2}} .
\end{equation}
The population correlation $\rho$ does not contain $\sigma$. It tends to one as the temperature window narrows, which is when $E$ is determined worst. Here $\sqrt{m_2}=0.510$ eV$^{-1}$ and $\rho=0.998$. If $\hat E$ is regressed on $\hat L$ instead, the inverse slope is ${\rm Var}\,\hat L/(\bar xs^2)=\bar x+m_2/\bar x$, which gives 1265 K; the choice of regression matters little.

The fitted Arrhenius lines also seem to cross. By (\ref{err}), the fitted $\ln k$ at any $x$ has variance
\begin{equation}
{\rm Var}(\hat L-x\hat E)=\frac{\sigma^2}{n}+(x-\bar x)^2s^2 ,
\end{equation}
which is least at $x=\bar x$. In the example the standard deviation is 0.045 at $T_h$ and 0.80 at $x=0$. The apparent crossing is the waist of this error band.

\section{How near is near?}

For $N$ runs, let $b$ be the sample slope and $Q=\sum_j(\hat E_j-\langle\hat E\rangle)^2$, where $\langle\hat E\rangle$ is the average over runs. From (\ref{err}),
\begin{equation}
b=\bar x+\frac1Q\sum_j(\hat E_j-\langle\hat E\rangle)\,\bar e_j .
\end{equation}
Now assume Gaussian errors. Being uncorrelated, $\bar e_j$ and $\hat E_j$ are then independent. For given $\hat E_j$ the last term is Gaussian with variance $\sigma^2/(nQ)=m_2s^2/Q$, and $Q/s^2$ follows a $\chi^2$ distribution with $N-1$ degrees of freedom. Therefore
\begin{equation}
b-\bar x=\sqrt{\frac{m_2}{N-1}}\;t_{N-1}, \label{t}
\end{equation}
with $t_{N-1}$ a Student variable. The noise level has cancelled: better measurements shorten the line but do not move its slope away from $\bar x$. For $N=12$ the two-sided 95\% quantile is 2.201, so the half-width is $0.510\times2.201/\sqrt{11}=0.338$ eV$^{-1}$. The apparent isokinetic temperature should lie between 1224 and 1318 K in 95\% of such experiments; the 1279 K found above does.

\section{What would be evidence}

Suppose now that $E$ really varies between runs with variance $\tau^2$, and that $L=c+\beta E$. The measurement errors are independent of this variation, so variances and covariances add:
\begin{equation}
\frac{{\rm Cov}(\hat L,\hat E)}{{\rm Var}\,\hat E}=\frac{\bar xs^2+\beta\tau^2}{s^2+\tau^2}. \label{mix}
\end{equation}
The slope tends to $\bar x$ when noise dominates and to $\beta$ when the real spread dominates. If $\beta=\bar x$ the slope cannot tell the two apart, so a slope near $\bar x$ does not disprove compensation either. Two other quantities are useful, though only the first helps in that special case.

The first is the spread of $\hat E$. Let $\hat\sigma^2$ be the sum of squared residuals of all Arrhenius fits divided by its $N(n-2)$ degrees of freedom. For identical runs with Gaussian errors,
\begin{equation}
F=\frac{S\,Q/(N-1)}{\hat\sigma^2}
\end{equation}
follows the $F$ distribution with $N-1$ and $N(n-2)$ degrees of freedom, because both parts estimate $\sigma^2$ and residuals are independent of fitted parameters. The twelve runs give $F=0.60$, against a 5\% limit of 2.07. Their energies scatter no more than the residuals require.

The second is $\bar y$, the fitted $\ln k$ at $T_h$, plotted against $\hat E$. Noise alone, if its variance is the same at all temperatures, gives zero population correlation; the example has $r=-0.13$ with $p=0.69$. Under (\ref{mix}) the slope of this plot is $(\beta-\bar x)\tau^2/(s^2+\tau^2)$, which vanishes if $\beta=\bar x$. Since $\hat L=\bar y+\bar x\hat E$, this is the earlier slope minus $\bar x$: the plot adds no new information about the slope, but makes a departure from $\bar x$ easier to see.

For contrast, take a hypothetical set with true compensation at 900 K, $\beta=12.89$ eV$^{-1}$, and $\tau=0.20$ eV, keeping the temperatures and noise. With $s=0.088$ eV, (\ref{mix}) gives a slope of 12.29 eV$^{-1}$, or 944 K: noise pulls the apparent value towards $T_h$. Subtracting the noise terms,
\begin{equation}
\beta=\frac{{\rm Cov}(\hat L,\hat E)-\bar xs^2}{{\rm Var}\,\hat E-s^2},
\end{equation}
removes this bias in a large sample. With twelve runs the corrected value is noisy: here 95\% of sets give 11.9 to 15.8 eV$^{-1}$, and for $\tau=0.05$ eV, below $s$, the denominator is negative in about a third of them. In 40\,000 simulated sets of twelve such runs, $F$ exceeded its 5\% limit in 97\%. If the errors are independent, Gaussian and of equal variance, a large $F$ is evidence that the runs differ; whether they compensate depends on the corrected $\beta$ and on how well the true parameters follow one line.

\section{Where the result shifts or fails}

\textbf{Real spread at constant prefactor.} With $\beta=0$, (\ref{mix}) reduces the slope by the factor $s^2/(s^2+\tau^2)$. A spread $\tau=0.03$ eV raises the apparent temperature from 1269 to 1417 K. If $\sigma$ were 0.02 instead, $s$ would be 0.018 eV and the factor about 0.25, giving roughly 5000 K. At constant prefactor, the harmonic-mean result thus requires noise to dominate the spread of $\hat E$.

\textbf{Unequal errors.} If the error variance $\sigma_i^2$ depends on temperature, ${\rm Cov}(\bar e,\hat E)=-\sum_i d_i\sigma_i^2/(nS)$ and ${\rm Var}\,\hat E=\sum_i d_i^2\sigma_i^2/S^2$. The unweighted fits then give the slope
\begin{equation}
\bar x-m_2\,\frac{\sum_i d_i\sigma_i^2}{\sum_i d_i^2\sigma_i^2}.
\end{equation}
For errors falling geometrically from 0.141 at the coldest point to 0.071 at the hottest, this is 1300 K. Such errors also disturb the two checks of the previous section: for identical runs, $F$ then exceeds its 5\% limit in about 9\% of sets of twelve, and $\bar y$ and $\hat E$ have a population correlation of $-0.45$. The zero correlation needs equal, uncorrelated errors; the $F$ distribution needs them Gaussian as well, and heavy-tailed errors raise the false-alarm rate. If the unequal variances are known, weighting each point by $1/\sigma_i^2$ in the fits and in $F$, and using the fitted $\ln k$ at the weighted mean of $x$ instead of $\bar y$, restores them.

\textbf{Furnace offset.} Let the true temperature of a whole run be $T+\delta$. To first order $1/[k_B(T+\delta)]=x-k_B\delta x^2$, so $y$ gains $Ek_B\delta x^2$. In a narrow window $x^2\simeq2\bar xx-\bar x^2$. The fitted $E$ therefore changes by $-2Ek_B\delta\bar x$ and $L$ by $-Ek_B\delta\bar x^2$. Their ratio is $\bar x/2$: offsets alone imitate compensation near $2T_h$, here about 2540 K. Offsets of 3 K standard deviation spread $\hat E$ by only 0.006 eV, and together with the 10\% noise they give 1272 K.

\textbf{Rate factor common to a run.} A random factor, for instance from the oxygen supply, adds a variance $\omega^2$ to $\bar y$ and leaves $\hat E$ alone. The population slope stays at $\bar x$, but the width in (\ref{t}) grows by $\sqrt{1+n\omega^2/\sigma^2}$. For $\omega=0.05$ this is 1.5, and the 95\% range becomes 1202 to 1344 K.

\textbf{The real process.} The model gives $k\approx180$ nm$^2$/min at 1273 K, a reasonable size for dry oxidation at atmospheric pressure. The 10\% error is an illustrative assumption. Optical thickness measurement can be precise to roughly a per cent, but the error in $k$ can be several times larger when the linear term of the growth curve must be fitted as well. That term matters more in thin, low-temperature films, so equal errors are doubtful; the factor-of-two variation above moves the result by about 30 K, and a stronger variation of the same kind moves it by at most about 50 K, to near 1320 K. The unweighted $F$ test is far more sensitive. Errors falling from 0.13 at the coldest point to 0.026 at the hottest, as a growth-curve fit with equal oxidation times at all temperatures can give, make identical runs exceed the 5\% limit in about half of all sets, so real data call for the weighted form. Real differences between runs can be a more serious departure, as the assumed spread of 0.03 eV shows. A prefactor proportional to $T$ would shift every fitted energy by the same 0.11 eV and could not create a line.
